# Why the CCSD energy error is linear in the amplitude error, part 1

(Sections cited here and not found follow in the second part.)

**Question: my CCSD amplitudes are converged to $10^{-4}$. Why is the energy not good to $10^{-8}$ hartree?**

If the amplitudes are off by $\delta$, the energy error should not care whether I overshoot or undershoot, so it should be even under $\delta\to-\delta$ and begin at $\delta^2$. That is how I set thresholds for Hartree–Fock and configuration interaction: parameters to $10^{-4}$, energy to $10^{-8}$. In my CCSD runs the energy is still moving in the fifth or sixth decimal when the amplitude update drops below $10^{-4}$. Is this a bug, or is the rule wrong for coupled cluster? If it is wrong, is there a quantity that does converge quadratically?

**Answer**

Amplitudes are dimensionless. Expanded in powers of $\delta$, the energy error has the form $\eta\cdot\delta+\tfrac12\,\delta\cdot M\delta+\dots$, where the vector $\eta$ and the matrix $M$ are energies built from the Hamiltonian. The first term is odd under $\delta\to-\delta$. In a variational method the error can never be negative, and a nonzero odd leading term would be negative for one of the two signs of a small $\delta$, so $\eta=0$ there. The bound is a quick way to see this for the ground state. The underlying reason is stationarity. In configuration interaction the energy is stationary at an eigenvector, which by (1) below needs only hermiticity and holds for excited states too; the Hartree–Fock determinant is not an eigenvector of $H$, but its orbitals are defined by making the energy stationary. It is not a symmetry of the Hamiltonian, and higher odd terms may remain. The symmetries the Hamiltonian does have (point group, spin) say only that the energy is invariant, so $\eta\cdot\delta$ picks out the totally symmetric part of $\delta$. An iteration started from a symmetric guess has an error that is entirely of that kind. The coupled-cluster energy has the trial state in the ket and the bare reference in the bra, obeys no bound, and the doubles part of its $\eta$ consists of two-electron integrals, the largest of which is 0.19 hartree in the example below. Your program is behaving correctly.

**Conventions**

Hartree atomic units and real orbitals are used. The reference $|0\rangle$ is a determinant with occupied spin orbitals $i,j$ and virtual ones $a,b$, and $\langle0|H|0\rangle$ is subtracted from $H$, so all energies are correlation energies. The operators $\tau_\mu$ are $\tau_i^a=a_a^\dagger a_i$ and $\tau_{ij}^{ab}=a_a^\dagger a_b^\dagger a_j a_i$ with $i<j$, $a<b$, and the states $|\mu\rangle=\tau_\mu|0\rangle$ are orthonormal. With $T=\sum_\mu t_\mu\tau_\mu$ and $\bar H=e^{-T}He^{T}$,

$$E(t)=\langle0|\bar H|0\rangle,\qquad R_\mu(t)=\langle\mu|\bar H|0\rangle .$$

The solution $t^*$ has $R(t^*)=0$ and $E^*=E(t^*)$, the error is $\delta=t-t^*$, and norms are Euclidean unless marked. Two facts are used repeatedly. The $\tau_\mu$ contain only $a_a^\dagger$ and $a_i$, which all anticommute with one another, and each $\tau_\mu$ has an even number of them, so all $\tau_\mu$ commute. Also $\langle0|\tau_\mu=0$, because $\tau_\mu^\dagger$ contains $a_a$, which annihilates $|0\rangle$.

**Where the variational rule comes from**

Let $H|c_0\rangle=E_0|c_0\rangle$ and $|c\rangle=|c_0\rangle+s|d\rangle$, with $c_0$ and $d$ normalized and orthogonal. The norm is $\langle c|c\rangle=1+s^2$. Since $(H-E_0)|c_0\rangle=0$ and, by hermiticity, $\langle c_0|(H-E_0)=0$, three of the four terms in $\langle c|H-E_0|c\rangle$ vanish, and

$$\frac{\langle c|H|c\rangle}{\langle c|c\rangle}-E_0=\frac{s^2\left(\langle d|H|d\rangle-E_0\right)}{1+s^2}. \tag{1}$$

The error must appear in both bra and ket to survive. Its prefactor is a mean excitation energy, which need not be one hartree.

The same vector, with the energy obtained by projection on the reference, gives a different result. Only the ket $c_0$ is annihilated now:

$$\frac{\langle0|H|c\rangle}{\langle0|c\rangle}-E_0=\frac{\langle0|(H-E_0)|c\rangle}{\langle0|c\rangle}=\frac{s\,\langle0|(H-E_0)|d\rangle}{\langle0|c_0\rangle+s\langle0|d\rangle}. \tag{2}$$

This is linear in $s$ although $c_0$ is the exact eigenvector. The linear error comes from the projection. Neither the exponential nor the truncation to singles and doubles is needed to produce it.

**The coupled-cluster energy**

From $\langle0|T=0$ follows $\langle0|e^{-T}=\langle0|$, so $E(t)=\langle0|He^{T}|0\rangle$. A two-body Hamiltonian connects the reference to at most double excitations, which leaves

$$E(t)=\langle0|H\left(T_1+T_2+\tfrac12T_1^2\right)|0\rangle .$$

Two matrix elements are needed. The two-body part of $H$ is $\tfrac14\sum\langle pq\|rs\rangle a_p^\dagger a_q^\dagger a_sa_r$. To return $\tau_{ij}^{ab}|0\rangle$ to $|0\rangle$ it must have $\{r,s\}=\{a,b\}$ and $\{p,q\}=\{i,j\}$. The term $a_i^\dagger a_j^\dagger a_ba_a$ equals $(\tau_{ij}^{ab})^\dagger$ and gives $+1$ times $\tfrac14\langle ij\|ab\rangle$. The other three orderings give the same value, because each exchange changes the sign of both the operator and the antisymmetrized integral. Hence $\langle0|H\tau_{ij}^{ab}|0\rangle=\langle ij\|ab\rangle$. For a single excitation the one-body part gives $h_{ia}$ and the two-body part, with a spectator $j$ removed and restored, gives $\sum_j\langle ij\|aj\rangle$, together the Fock element $f_{ia}$. Finally $\tau_i^a\tau_j^b=a_a^\dagger a_ia_b^\dagger a_j=-a_a^\dagger a_b^\dagger a_ia_j=a_a^\dagger a_b^\dagger a_ja_i$. Therefore

$$E(t)=\sum_{ia}f_{ia}t_i^a+\sum_{i<j,\,a<b}\langle ij\|ab\rangle t_{ij}^{ab}+\frac12\sum_{ia,jb}\langle ij\|ab\rangle t_i^at_j^b ,$$

with the last sum unrestricted. Insert $t=t^*+\delta$. The last term produces two cross terms, equal because $\langle ij\|ab\rangle=\langle ji\|ba\rangle$, which cancel the factor $\tfrac12$. The result is exact for any size of $\delta$:

$$E(t^*+\delta)-E^*=\eta\cdot\delta+\frac12\sum_{ia,jb}\langle ij\|ab\rangle\delta_i^a\delta_j^b, \tag{3}$$

$$\eta_{ij}^{ab}=\langle ij\|ab\rangle,\qquad \eta_i^a=f_{ia}+\sum_{jb}\langle ij\|ab\rangle t_j^{b*}.$$

The doubles part of $\eta$ does not depend on the amplitudes, so solving the equations does nothing to reduce it. For a Hartree–Fock reference ($f_{ia}=0$) it could vanish only if every $\langle ij\|ab\rangle$ were zero, and then $E$ itself would be zero. Multiplying all doubles amplitudes by $1+s$ multiplies their contribution to $E$ by $1+s$: a uniform relative error of the doubles becomes the same relative error of their contribution, which is nearly the whole correlation energy when the singles terms are small.

The Cauchy–Schwarz inequality gives $|\eta\cdot\delta|\le\|\eta\|\,\|\delta\|$, attained for $\delta\parallel\eta$. If instead each element obeys $|\delta_\mu|\le x$, then $|\eta\cdot\delta|\le\sum_\mu|\eta_\mu||\delta_\mu|\le x\|\eta\|_1$. For $\delta\perp\eta$ the linear term is absent and only the singles term of (3) remains. For $M$ non-interacting copies of a molecule with localized orbitals, the integrals that couple different copies vanish and $\eta$ is $M$ repetitions of one block. The same error on each copy then gives $M\,\eta\cdot\delta$, so a threshold on the largest element allows an energy error that grows as $M$, and a threshold on the total norm allows one that grows as $\sqrt M$.

**Residual and Jacobian**

Let $\Delta=\sum_\mu\delta_\mu\tau_\mu$. It commutes with $T^*$, so $\bar H(t^*+\delta)=e^{-\Delta}\bar H e^{\Delta}$ with $\bar H$ taken at $t^*$. The function $X(s)=e^{-s\Delta}\bar He^{s\Delta}$ has the derivative $e^{-s\Delta}[\bar H,\Delta]e^{s\Delta}$, and repeated differentiation gives the Taylor series at $s=1$:

$$e^{-\Delta}\bar He^{\Delta}=\bar H+[\bar H,\Delta]+\tfrac12[[\bar H,\Delta],\Delta]+\dots \tag{4}$$

It ends at fourth order. A commutator with $\tau_\mu$ is nonzero only through an operator $a_a$ or $a_i^\dagger$ in $H$, which it uses up, a term of $H$ has at most four of these, and $e^{\pm T^*}$ can be moved outside the nested commutator. Projecting (4) on $\langle\mu|$ and using $R(t^*)=0$,

$$R(t^*+\delta)=A\delta+O(\delta^2),\qquad A_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|0\rangle .$$

At the solution $\bar H|0\rangle$ is $E^*|0\rangle$ plus triple and higher excitations, which $\tau_\nu$ raises further and $\langle\mu|$ does not see. So $A_{\mu\nu}=\langle\mu|\bar H|\nu\rangle-E^*\delta_{\mu\nu}$, the matrix whose eigenvalues are the equation-of-motion excitation energies. It is not symmetric. From here on it is assumed nonsingular.

**The Lagrangian**

The energy is a function evaluated under the constraints $R=0$. Attach one multiplier to each, with $\Lambda=\sum_\mu\lambda_\mu\tau_\mu^\dagger$ so that $\langle0|\Lambda=\sum_\mu\lambda_\mu\langle\mu|$:

$$L(t,\lambda)=E(t)+\lambda\cdot R(t)=\langle0|(1+\Lambda)\bar H|0\rangle .$$

At $t^*$ it equals $E^*$ for every $\lambda$, and $\partial L/\partial\lambda_\mu=R_\mu=0$. The amplitude derivative at $t^*$ is $\partial L/\partial t_\nu=\eta_\nu+\sum_\mu\lambda_\mu A_{\mu\nu}$, which vanishes for the solution of the linear lambda equations

$$\eta+A^{\mathsf T}\lambda^*=0. \tag{5}$$

The bra $\langle0|(1+\Lambda)e^{-T}$ supplies what the bare $\langle 0|$ lacked. Taking (4) between $\langle0|(1+\Lambda^*)$ and $|0\rangle$, the zeroth-order term is $E^*$, the first-order term is $(\eta+A^{\mathsf T}\lambda^*)\cdot\delta=0$, and

$$L(t^*+\delta,\lambda^*)-E^*=\tfrac12\,\delta\cdot K\delta+O(\delta^3),\qquad K_{\mu\nu}=\langle0|(1+\Lambda^*)[[\bar H,\tau_\mu],\tau_\nu]|0\rangle. \tag{6}$$

$K$ is symmetric, since $[[\bar H,\tau_\mu],\tau_\nu]-[[\bar H,\tau_\nu],\tau_\mu]=[\bar H,[\tau_\mu,\tau_\nu]]=0$ by the Jacobi identity. Nothing makes it positive, and $L$ is linear in $\lambda$, so the stationary point is not a minimum and $L$ bounds nothing. The doubles-doubles block of $K$ contains no orbital-energy differences. Two doubles operators raise the excitation rank by four and $H$ lowers it by at most two, so the projection on $\langle0|$ vanishes and only the doubles part of $\Lambda^*$ contributes. That block is an integral times a multiplier, where the variational prefactor in (1) is a mean excitation energy. Its size depends on the direction: in the example below $\tfrac12\,d\cdot Kd$ is 0.006 hartree along $\eta$, which is almost purely doubles, against a prefactor of 2.87 hartree in (1). The eigenvalues of the block nevertheless reach about $\pm0.17$ hartree, more than half the lowest excitation energy of 0.30 hartree.

Equation (5) also turns (3) into a statement about a computable quantity. Since $\eta\cdot\delta=-(A^{\mathsf T}\lambda^*)\cdot\delta=-\lambda^*\cdot A\delta$,

$$E(t)-E^*=-\lambda^*\cdot R(t)+O(\delta^2). \tag{7}$$

The multipliers are, with reversed sign, the sensitivities of the energy to the residual, and adding $\lambda^*\cdot R$ removes the linear error. The same stationarity gives properties. For $H+xV$ at fixed orbitals, $E(x)=L(t(x),\lambda^*,x)$ because $R(t(x),x)=0$, and in the total derivative at $x=0$ the term $(\partial L/\partial t)\cdot dt/dx$ is zero by (5), leaving $dE/dx=\langle0|(1+\Lambda^*)e^{-T}Ve^{T}|0\rangle$.

The CCSD energy error is linear in the amplitude error, whereas the Lagrangian evaluated with the exact multipliers $\lambda^*$ has only a quadratic error. It remains to see what happens when the multipliers are inexact, what a convergence threshold actually measures, and how large the errors are in a numerical example.
